# Why the Large-Component Block in X2C Stays Invertible as Z Approaches c, part 1

(Sections cited here and not found follow in the second part.)

**Q.** The X2C one-electron Hamiltonian is built from $X=C_SC_L^{-1}$, where $C_L$ and $C_S$ are the large and small parts of the positive-energy solutions. What are these matrices, and what does it take for the inverse to exist?

**A.** Take one electron in a potential $V\le 0$, in atomic units, with the rest energy $c^2$ subtracted. The Dirac operator has $V$ and $V-2c^2$ on the diagonal and $c\,\boldsymbol\sigma\cdot\mathbf p$ off it. Expand the large component in $n$ functions $\chi_i$ and the small one in $\boldsymbol\sigma\cdot\mathbf p\,\chi_i/2c$ (restricted kinetic balance). Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, the coupling block is the kinetic matrix $T$, the small metric is $T/2c^2$ and the large metric is the overlap $S$; both are assumed positive definite. The metric has no large–small block, so the two spaces are orthogonal and each can be orthonormalized alone:

$$H=\begin{pmatrix}A&B\\ B^\dagger&D\end{pmatrix},\qquad B=S^{-1/2}\,T\,(T/2c^2)^{-1/2},\qquad D=-2c^2+V_S .$$

$A$ and $V_S$ are the matrices of $V$ in the orthonormal large and small bases. With eigenvalues $\lambda_1\le\dots\le\lambda_{2n}$, the positive block is the upper $n$ eigenvectors, the columns of $C=(C_L;C_S)$. Write $\varepsilon_1=\lambda_{n+1}$ and $d=\lambda_{\max}(D)$.

Orthonormal columns mean $C_L^\dagger C_L+C_S^\dagger C_S=1$. If $y_k$ is a unit eigenvector of $C_L^\dagger C_L$ with eigenvalue $\cos^2\theta_k$, it is one of $C_S^\dagger C_S$ with eigenvalue $\sin^2\theta_k$. Define $l_k=C_Ly_k/\cos\theta_k$ and $s_k=C_Sy_k/\sin\theta_k$, each an orthonormal set. The unit vector

$$\psi_k=Cy_k=(\cos\theta_k\,l_k,\ \sin\theta_k\,s_k)$$

lies in the electronic subspace at the angle $\theta_k$ to the large space; these are the principal angles. The singular values of $C_L$ are $\cos\theta_k$, and $XC_Ly_k=C_Sy_k$ reads $Xl_k=\tan\theta_k\,s_k$. Hence

$$\|X\|=\tan\theta_{\max},\qquad \operatorname{cond}C_L=\frac{\cos\theta_{\min}}{\cos\theta_{\max}} .$$

$C_L$ is singular precisely when some $\theta_k=\pi/2$, that is, when the electronic subspace contains a vector with no large component.

**Q.** What forbids such a vector?

**A.** Energy, under one condition. A unit vector $(0,s)$ has $\langle H\rangle=s^\dagger Ds\le d$, and $d\le-2c^2$ because $V\le0$ makes $V_S\le0$. A unit vector in the positive block has $\langle H\rangle\ge\varepsilon_1$. One vector cannot satisfy both if $\varepsilon_1>d$. So $\varepsilon_1>d$ implies invertibility, and $\varepsilon_1>-2c^2$ is enough.

Whether the condition holds is decided by a factorization valid for $E>d$, where $D-E$ is negative definite:

$$H-E=L\begin{pmatrix}K(E)&0\\0&D-E\end{pmatrix}L^\dagger,\quad L=\begin{pmatrix}1&B(D-E)^{-1}\\0&1\end{pmatrix},\quad K(E)=A-E+B(E-D)^{-1}B^\dagger .$$

Multiplying out, the upper left block is $K+B(D-E)^{-1}B^\dagger=A-E$, as required. $L$ is invertible, so by Sylvester's law of inertia the number of eigenvalues of $H$ below $E$ is $n$ plus the number of negative eigenvalues of $K(E)$. If $K(-2c^2)>0$, then $\varepsilon_1>-2c^2$. For $V$ proportional to $Z$, $A$ decreases with $Z$, and $E-D$ increases so that its inverse decreases. Thus $K$ decreases with $Z$, and the charge $Z_{\rm cr}$ where its lowest eigenvalue at $E=-2c^2$ crosses zero is where the lowest level dives.

**Q.** Invertible may still be nearly singular. Does the argument give a number?

**A.** It gives a bound. Project the pure small vector $(0,s_k)$ on the positive block:

$$CC^\dagger(0,s_k)=C\,C_S^\dagger C_Sy_k/\sin\theta_k=\sin\theta_k\,\psi_k .$$

The remainder has length $\cos\theta_k$ and lies in the lower block, so $(0,s_k)=\sin\theta_k\psi_k+\cos\theta_k\psi_k^-$ with a unit $\psi_k^-$. $H$ does not connect the two blocks, so

$$d\ \ge\ s_k^\dagger Ds_k\ \ge\ \sin^2\theta_k\,\varepsilon_1+\cos^2\theta_k\,\lambda_1 ,$$

and with $\sin^2=1-\cos^2$,

$$\cos^2\theta_{\max}\ \ge\ \frac{\varepsilon_1-d}{\varepsilon_1-\lambda_1}.$$

Take Ir$^{76+}$ ($Z=77$, $\nu\equiv Z/c=0.5619$) as a one-electron matrix without QED or recoil, with a Gaussian nucleus of rms radius $5.40\times10^{-5}$ Å and a 20s14p even-tempered basis of ratio 3, with exponents from $1.79$ Å$^{-2}$ up to $2.1\times10^9$ Å$^{-2}$ (s) and $2.8\times10^6$ Å$^{-2}$ (p). For $\kappa=-1$, $\varepsilon_1=-88255$ eV, $2c^2=1021998$ eV and $d=-2c^2-1173$ eV, so $\varepsilon_1-d=-88255+1021998+1173=934916$ eV. This $\varepsilon_1$ lies 2 eV above the basis limit $-88257$ eV, and $d$ and $\lambda_1$ are properties of the basis, not of the ion: $d+2c^2$ moves to $-486$ eV in the more diffuse 31-function basis used below. With $\lambda_1=-2.4611\times10^8$ eV the denominator is $2.4602\times10^8$ eV, the ratio is $0.00380$, and $\cos\theta_{\max}\ge0.0616$. The value is $0.6693$, eleven times the bound. Since $\lambda_1$ moves down as tighter functions are added, the bound weakens without limit, and it does not explain the conditioning.

In this basis $\tan\theta$ runs from $0.0041$ to $1.1100$ ($\theta_{\max}=47.98^\circ$), so $\cos\theta_{\min}=0.99999$ and cond $=0.99999/0.66934=1.494$. The p channels give $1.339$ ($\kappa=+1$) and $1.394$ ($\kappa=-2$). Unlike the s value these are not converged, because the p set lacks tight functions: extending it to 23 functions raises them to $1.414$ and $1.437$, still below $1.494$. In the raw basis the matrix to be inverted is the coefficient matrix $S^{-1/2}C_L$. From $\operatorname{cond}(MN)\le\operatorname{cond}M\operatorname{cond}N$, applied to this product and to $S^{-1/2}=(S^{-1/2}C_L)C_L^{-1}$, its condition number lies between $\sqrt{\operatorname{cond}S}$ divided and multiplied by $\operatorname{cond}C_L$. For normalized s functions that is between $22.25/1.494=14.9$ and $22.25\times1.494=33.2$, and the value is $28.2$: most of it is basis overlap. The numerical check confirms the bound, the inertia count and the interval, and finds the same $\tan\theta_k$ from the X2C matrix $X$ of PySCF.

**Q.** Which cases can be solved by hand?

**A.** Two. For $V=0$, $A=0$, $D=-2c^2$ and $BB^\dagger=2c^2S^{-1/2}TS^{-1/2}$, so $B$ has singular values $cp_k$, with $p_k^2/2$ the kinetic eigenvalues of the basis. $H$ splits into $2\times2$ blocks with rows $(0,cp)$ and $(cp,-2c^2)$, whose upper eigenvalue is $\varepsilon=\sqrt{c^4+c^2p^2}-c^2$. The second row, $cp\cos\theta-2c^2\sin\theta=\varepsilon\sin\theta$, gives

$$\tan\theta=\frac{cp}{\sqrt{c^4+c^2p^2}+c^2}<1 ,$$

so cond $<\sqrt2$; the 20s basis gives $\tan\theta_{\max}=0.9977$ and cond $=1.4126$.

The second is the 1s state of a point nucleus. The radial equations are

$$P'+\frac{\kappa}{r}P=\Big(\frac{\varepsilon+2c^2}{c}+\frac{\nu}{r}\Big)Q,\qquad Q'-\frac{\kappa}{r}Q=-\Big(\frac{\varepsilon}{c}+\frac{\nu}{r}\Big)P .$$

For $\kappa=-1$ try $P=r^\gamma e^{-\lambda r}$, $Q=tP$. The $1/r$ terms give $\gamma-1=\nu t$ and $(\gamma+1)t=-\nu$, so $\gamma^2=1-\nu^2$ and $t^2=(1-\gamma)/(1+\gamma)$. The constant terms give $-\lambda=(\varepsilon+2c^2)t/c$ and $\lambda t=\varepsilon/c$, so $\varepsilon(1+t^2)=-2c^2t^2$; with $1+t^2=2/(1+\gamma)$ this is $\varepsilon=-c^2(1-\gamma)$. The distance to $-2c^2$ is $c^2(1+\gamma)\ge c^2$, so the energy condition keeps a margin of half the gap at $Z=c$. Any vector $(l,Xl)$ of the block has $\|Xl\|/\|l\|\le\tan\theta_{\max}$, so $|t|$, which tends to 1 as $\gamma\to0$, is a lower bound on $\tan\theta_{\max}$. For iridium it is $0.3075$.

**Q.** Neither case exceeds 1, yet iridium gave $1.11$, a positive-energy combination with more small component than large. Where does it come from?

**A.** From short distances. With $E=\varepsilon+c^2$ the brackets become $E/c\pm c+\nu/r$, and for $r\ll1/c$, $E\gg c^2$ the mass terms $\pm c$ are negligible. For a point nucleus the remaining problem has no scale: measuring $r$ in units of $c/E$,

$$P'+\frac\kappa rP=\Big(1+\frac\nu r\Big)Q,\qquad Q'-\frac\kappa rQ=-\Big(1+\frac\nu r\Big)P ,$$

and every positive-energy solution is $\psi(kr)$ with $k=E/c$ and one fixed $\psi=(P,Q)$. I take the solution regular as $r^\gamma$, $\gamma=\sqrt{\kappa^2-\nu^2}$. For $\gamma<\tfrac12$ the solution $r^{-\gamma}$ is also square integrable at the origin, and discarding it is the choice of boundary condition that keeps the mean potential energy finite.

Define the Mellin transforms $p(z)=\int_0^\infty r^{z-1}P\,dr$ and $q(z)$ likewise, at $z=\tfrac12+is$. With $r=e^x$ this is the Fourier transform of $r^{1/2}P$ in $x$, so it preserves norms up to one constant. A general positive-energy state $\int dk\,w(k)\psi(kr)$ transforms, by the substitution $r\to r/k$, into $\big[\int dk\,w(k)k^{-z}\big](p(z),q(z))$. At each $s$ it points along $(p,q)$, so $X$ is multiplication by $q/p$, and the angles form a continuum,

$$\tan\theta_\kappa(s)=|q/p| .$$

Wave packets placed at $r\ll1/c$ and long in $\ln r$ realize these angles in the massive problem, with mass corrections of relative order $cr$. The map $(P,Q,\kappa)\to(Q,-P,-\kappa)$ turns the two equations into each other, so $\tan\theta_\kappa(s)\tan\theta_{-\kappa}(s)=1$. Wherever the ratio differs from 1, one of the two channels lies above $\pi/4$.

**Q.** Can $q/p$ be computed?

**A.** Yes. Let $u=P+iQ$, $w=P-iQ$. Adding the first equation to $\pm i$ times the second, and using $Q\mp iP=\mp i(P\pm iQ)$,

$$u'=-\frac\kappa rw-i\Big(1+\frac\nu r\Big)u,\qquad w'=-\frac\kappa ru+i\Big(1+\frac\nu r\Big)w .$$

Put $(u,w)=r^\gamma e^{-ir}(f,g)$, $a=\gamma+i\nu$, $\xi=2ir$, $\vartheta=\xi\,d/d\xi=r\,d/dr$. The factor $e^{-ir}$ cancels the $-iu$ term and doubles the $+iw$ term:

$$(\vartheta+a)f=-\kappa g,\qquad(\vartheta+\bar a-\xi)g=-\kappa f .$$

Eliminating $g$ and using $a\bar a=\kappa^2$, $a+\bar a=2\gamma$ gives $\vartheta(\vartheta+2\gamma)f=\xi(\vartheta+a)f$. For $f=\sum f_j\xi^j$ this is $j(j+2\gamma)f_j=(j-1+a)f_{j-1}$, the Kummer series $f=M(a,b,\xi)$ with $b=2\gamma+1$. Since $(j+a)(a)_j=a(a+1)_j$, $g=-(a/\kappa)M(a+1,b,\xi)$. This solution is a constant multiple of the real one, which does not affect $q/p$.

The solution oscillates at large $r$, so the Mellin integral is defined with a factor $e^{-\eta r}$, $\eta\to0^+$. With $\mu=\gamma+\tfrac12+is$, termwise integration for large $|\sigma|$ gives

$$\int_0^\infty r^{\mu-1}e^{-\sigma r}M(a,b,2ir)\,dr=\Gamma(\mu)\,\sigma^{-\mu}\,{}_2F_1(a,\mu;b;2i/\sigma),$$

and both sides continue analytically through $\operatorname{Re}\sigma>0$ to $\sigma=i+\eta$, where $2i/\sigma=2/(1-i\eta)\to2+i0$. Let $F_1={}_2F_1(a,\mu;b;2+i0)$ and $F_2$ the same with $a+1$. The transforms of $u$ and $w$ are a common factor times $F_1$ and $-(a/\kappa)F_2$, and $P=(u+w)/2$, $Q=(u-w)/2i$, so

$$\tan\theta_\kappa(s)=\frac{|F_1+(a/\kappa)F_2|}{|F_1-(a/\kappa)F_2|}.$$

Direct integration of the differential equations and of the Mellin integrals gives $1.536927$ at $\kappa=-1$, $\nu=0.9$, $s=0$, against $1.536928$ from this formula.

At $s=0$, $b=2\mu$ and the result is elementary. In Euler's integral, with $\mu$ fixed and a free first parameter $\alpha$,

$${}_2F_1(\alpha,\mu;2\mu;z)\propto\int_0^1[\tau(1-\tau)]^{\mu-1}(1-z\tau)^{-\alpha}d\tau ,$$

set $y=1-2\tau$, so $\tau(1-\tau)=(1-y^2)/4$ and $1-z\tau=y-i0$. For $y<0$, $(|y|e^{-i\pi})^{-\alpha}=e^{i\pi\alpha}|y|^{-\alpha}$, so the integral is proportional to

$$(1+e^{i\pi\alpha})\int_0^1(1-y^2)^{\mu-1}y^{-\alpha}dy=2e^{i\pi\alpha/2}\cos\frac{\pi\alpha}2\cdot\frac{\Gamma(\frac{1-\alpha}2)\Gamma(\mu)}{2\,\Gamma(\mu+\frac{1-\alpha}2)} .$$

The reflection formula $\cos(\pi\alpha/2)\,\Gamma(\frac{1-\alpha}2)=\pi/\Gamma(\frac{1+\alpha}2)$ turns this into a constant times $e^{i\pi\alpha/2}/[\Gamma(\frac{1+\alpha}2)\Gamma(\mu+\frac{1-\alpha}2)]$. It was obtained for $\operatorname{Re}\alpha<1$, but both it and the hypergeometric function are entire in $\alpha$, so it holds for all $\alpha$. With $\mu=\gamma+\tfrac12$, $\alpha=a$ gives $\mu+\frac{1-a}2=1+\frac{\bar a}2$, and $\alpha=a+1$ gives $\mu-\frac a2=\frac{1+\bar a}2$ and an extra factor $e^{i\pi/2}$:

$$\frac{F_2}{F_1}=i\,\frac{\Gamma(\frac{1+a}2)\,\Gamma(1+\frac{\bar a}2)}{\Gamma(\frac{1+\bar a}2)\,\Gamma(1+\frac a2)}=ie^{2i\varphi},\qquad\varphi=\arg\Gamma\Big(\frac{1+a}2\Big)-\arg\Gamma\Big(1+\frac a2\Big),$$

because $\Gamma(\bar z)=\overline{\Gamma(z)}$. For $\kappa<0$, $a/\kappa=-e^{i\beta}$ with $\sin\beta=\nu/|\kappa|$, so $(a/\kappa)F_2/F_1=e^{i\chi}$ with $\chi=\beta+2\varphi-\pi/2$. Then $|1+e^{i\chi}|/|1-e^{i\chi}|=|\cot(\chi/2)|$, and $\cot(\omega-\pi/4)=-\tan(\omega+\pi/4)$ with $\omega=\beta/2+\varphi$ gives

$$\theta_\infty=\frac\pi4+\frac12\arcsin\frac{\nu}{|\kappa|}+\arg\Gamma\Big(\frac{1+a}2\Big)-\arg\Gamma\Big(1+\frac a2\Big).$$

At $\nu=0$ it is $\pi/4$, the fast free electron.

We have shown that $C_L$ is invertible whenever $\varepsilon_1>d$, and have found in closed form a limiting angle $\theta_\infty$ for a point nucleus with $\kappa<0$. It remains to see why the s$_{1/2}$ channel tilts toward the small space, whether $\theta_\infty$ is the largest angle, what happens as $Z\to c$ and for a finite nucleus, and where the inversion fails.
